\section*{Composition fluctuations from Gibbs-energy curvature, with Kirkwood–Buff integrals and finite-box corrections}

\section{A number that depends on the size of the box}

A binary model liquid at 1800 K with $x_1=0.4$ has a Gibbs-energy curvature that implies a composition-fluctuation strength of 0.0985. With an assumed Gaussian correlation function of range 0.3 nm, counting atoms in an open cube of edge 4 nm gives 0.1157, which is 17\% more; the leading surface formula gives 0.1165. Placing that cube in a closed periodic box of edge 8 nm subtracts 0.0123, leaving 0.1034 from the full count and 0.1041 from the leading formula. A random mixture would give $x_1x_2=0.24$. The infinite-system value follows from one covariance matrix; the finite-size values need two geometrical corrections and, for the surface correction, the range of the correlations.

The fluid is homogeneous, isotropic and stable, its species are neutral, and its correlations are short-ranged. $N=N_1+N_2$ is the number of atoms, $x_i=N_i/N$, $\rho=N/V$ and $\rho_i=x_i\rho$. In formulas with $k_BT$, the Gibbs energy $g$ and the partial volumes $v_i$ are per atom; with $RT$ they are per mole of atoms. The mean volume is $\bar v=x_1v_1+x_2v_2=1/\rho$, and $\kappa_T$ is the isothermal compressibility. Averages stand for $N_i$ where no fluctuation is meant.

\section{What fluctuates}

Expanding $N_1/N$ to first order in the count fluctuations gives
\begin{equation}
\Delta c=\frac{N\Delta N_1-N_1(\Delta N_1+\Delta N_2)}{N^2}
=\frac{x_2\Delta N_1-x_1\Delta N_2}{N}.
\end{equation}
With $w=(x_2,-x_1)^T$ and $C_{ij}=\langle\Delta N_i\Delta N_j\rangle$, the Bhatia--Thornton structure factor at long wavelength is
\begin{equation}
S_{cc}(0)=N\langle(\Delta c)^2\rangle=\frac{w^TCw}{N}.
\label{def}
\end{equation}
Here $S_{cc}(0)$ means the limit $k\to0$ taken after the system has been made infinite. In that order a large region exchanges atoms with its surroundings, so $C$ is the grand-canonical covariance. In a closed box the counts are fixed, and the fluctuation at $k=0$ vanishes.

\section{From the covariance to the Gibbs energy}

The grand-canonical weight contains $\exp[(\mu_1N_1+\mu_2N_2)/k_BT]$. Differentiating $\langle N_i\rangle$ with respect to $\mu_j$ therefore gives $C_{ij}/k_BT$, at constant $T$ and $V$. Inverting this response matrix,
\begin{equation}
C=k_BT\,M^{-1},\qquad
M_{ij}=\left(\frac{\partial\mu_i}{\partial N_j}\right)_{T,V}.
\end{equation}
A Gibbs energy is tabulated at constant pressure. The chain rule gives
\begin{equation}
M_{ij}=\left(\frac{\partial\mu_i}{\partial N_j}\right)_{T,P}
+\left(\frac{\partial\mu_i}{\partial P}\right)_{T,N}
\left(\frac{\partial P}{\partial N_j}\right)_{T,V}.
\end{equation}
The second factor is $v_i$, by equality of mixed derivatives of the Gibbs energy. The third is
$-(\partial V/\partial N_j)_{T,P}/(\partial V/\partial P)_{T,N}=v_j/(V\kappa_T)$.

For the constant-pressure part, write the total Gibbs energy as $Ng(x_1)$. Since $\partial x_1/\partial N_j=w_j/N$, one differentiation gives $\mu_i=g+g'w_i$. Both components of $w$ have slope $-1$ in $x_1$, so $\partial w_i/\partial N_j=-w_j/N$, and
\begin{equation}
\left(\frac{\partial\mu_i}{\partial N_j}\right)_{T,P}
=\frac{g'w_j}{N}+\frac{g''w_iw_j}{N}-\frac{g'w_j}{N}
=\frac{g''}{N}w_iw_j .
\end{equation}
This matrix annihilates $(N_1,N_2)^T$, as the Gibbs--Duhem relation requires, and has no inverse of its own. The compressibility term makes the sum invertible:
\begin{equation}
M=\frac{g''}{N}ww^T+\frac{1}{V\kappa_T}vv^T,\qquad v=(v_1,v_2)^T.
\end{equation}
Define the dual vectors
\begin{equation}
a=\frac{1}{\bar v}\begin{pmatrix}v_2\\-v_1\end{pmatrix},\qquad
b=\frac1V\begin{pmatrix}N_1\\N_2\end{pmatrix}.
\end{equation}
They satisfy $w\cdot a=(x_2v_2+x_1v_1)/\bar v=1$, $v\cdot a=0$, $w\cdot b=(x_2N_1-x_1N_2)/V=0$ and $v\cdot b=1$. Consequently
\begin{equation}
M\left[\frac{N}{g''}aa^T+V\kappa_Tbb^T\right]=wa^T+vb^T .
\end{equation}
The right-hand side maps $w$ to $w$ and $v$ to $v$. These vectors are independent, because their determinant is $\bar v\neq0$, so it is the identity. Hence
\begin{equation}
C=k_BT\left[\frac{N}{g''}aa^T+V\kappa_Tbb^T\right].
\label{cov}
\end{equation}
Contracting with $w$ removes the $b$ term and leaves
\begin{equation}
\boxed{S_{cc}(0)=\frac{k_BT}{g''}
=\frac{RT}{(\partial^2G/\partial x_1^2)_{T,P}}}
\label{main}
\end{equation}
where $G$ is molar. The compressibility has dropped out: $b$ describes a change of density at fixed composition, which does not contribute to $\Delta c$.

The constraint matters when the curvature comes from a Helmholtz energy. Let $A$ be that energy per atom. At fixed $\bar v$ its slope in $x_1$ is $\mu_1-\mu_2$, whose pressure derivative is $v_1-v_2$. Since $(\partial P/\partial x_1)_{T,\bar v}=(v_1-v_2)/(\bar v\kappa_T)$,
\begin{equation}
\left(\frac{\partial^2A}{\partial x_1^2}\right)_{T,\bar v}
=g''+\frac{(v_1-v_2)^2}{\bar v\kappa_T}.
\label{helm}
\end{equation}
Putting this larger curvature into Eq.~(\ref{main}) underestimates $S_{cc}(0)$ whenever $v_1\neq v_2$.

\section{From the covariance to pair correlations}

Let $h_{ij}=g_{ij}-1$, where $g_{ij}(r)$ is the pair distribution function, and let $G_{ij}=\int h_{ij}\,d^3r$ be the Kirkwood--Buff integral. Counting each atom with itself and then with all others gives
\begin{equation}
\frac{C_{ij}}V=\rho_i\delta_{ij}+\rho_i\rho_jG_{ij}.
\label{kb}
\end{equation}
Insert this in Eq.~(\ref{def}). The self terms give $x_2^2x_1+x_1^2x_2=x_1x_2$, and each pair term carries $\rho x_1^2x_2^2$:
\begin{equation}
S_{cc}(0)=x_1x_2\left[1+x_1x_2\rho\,\Delta G\right],\quad
\Delta G=G_{11}+G_{22}-2G_{12}.
\label{kbscc}
\end{equation}
A negative $\Delta G$ puts the fluctuations below the random value $x_1x_2$, and a positive one puts them above it. Because $\Delta G$ integrates over all distances, its sign need not follow the preference among nearest neighbours.

The curvature fixes the combination $\Delta G$ alone. The separate integrals also need the volumes and the compressibility. Equating (\ref{cov}) and (\ref{kb}), with $\rho\bar v=1$,
\begin{align}
G_{12}&=k_BT\kappa_T-\frac{S_{cc}(0)\,v_1v_2}{x_1x_2\bar v},\\
G_{11}&=k_BT\kappa_T+\frac{S_{cc}(0)\,v_2^2}{x_1^2\bar v}-\frac{\bar v}{x_1},
\end{align}
and $G_{22}$ follows by exchanging the labels 1 and 2.

\section{Open regions: the surface term}

Let the atoms be counted in a convex region of volume $\Omega$ and surface $S$, open to an infinite fluid. A pair with separation $\mathbf r$ contributes if both members lie inside. Equation~(\ref{kb}) then holds with $h_{ij}$ multiplied by the fraction of $\Omega$ that overlaps its copy displaced by $\mathbf r$.

For small $r$, a surface element $dS$ whose outward normal makes an angle $\theta<\pi/2$ with $\mathbf r$ loses a column of volume $r\cos\theta\,dS$. Averaged over all directions,
\begin{equation}
\frac1{4\pi}\int_0^{2\pi}\!d\phi\int_0^{\pi/2}\!\cos\theta\sin\theta\,d\theta=\frac14 ,
\end{equation}
so the averaged weight is $1-Sr/(4\Omega)$ to first order. Isotropy of $h_{ij}$ permits the averaging. With $\Delta h=h_{11}+h_{22}-2h_{12}$,
\begin{equation}
S_{cc}(\Omega)\simeq S_{cc}(0)-\frac{S}{4\Omega}\,x_1^2x_2^2\rho\int r\,\Delta h\,d^3r .
\label{surf}
\end{equation}
If $\Delta G\neq0$, define $\ell=\int r\Delta h\,d^3r/\Delta G$. Since $x_1^2x_2^2\rho\Delta G=S_{cc}(0)-x_1x_2$,
\begin{equation}
S_{cc}(\Omega)\simeq S_{cc}(0)+\frac{S\ell}{4\Omega}\left[x_1x_2-S_{cc}(0)\right].
\label{ell}
\end{equation}
For positive $\ell$ the surface pulls the result towards the random value, because atoms near it have lost some of their correlated partners. An oscillating $\Delta h$ can make $\ell$ negative, and then the shift reverses. For a cube of edge $L$, $S/(4\Omega)=3/(2L)$: the correction decays as the inverse length, not the inverse volume.

\section{Closed boxes: the missing reservoir}

Now put $\Omega$ inside a periodic box of volume $V$ with fixed totals. Start from an open periodic box, with counts $n_i$ in $\Omega$, totals $N_i$, and covariance matrices $C_\Omega$ and $C_V$. By translational invariance, the covariance of $n_i$ with $N_j$ is $(\Omega/V)C_{V,ij}$. The variable $m_i=n_i-(\Omega/V)N_i$ is therefore uncorrelated with the totals. For regions much larger than the correlation length the counts are Gaussian to leading order, so $m$ is also independent of the totals, and fixing them leaves its covariance unchanged:
\begin{equation}
C_\Omega^{\rm closed}=C_\Omega-2\frac{\Omega^2}{V^2}C_V+\frac{\Omega^2}{V^2}C_V
=C_\Omega-\frac{\Omega^2}{V^2}C_V .
\end{equation}
Contracting with $w$ and dividing by $\rho\Omega$ subtracts $(\Omega/V)S_{cc}(0)$. Together with Eq.~(\ref{surf}),
\begin{equation}
S_{cc}(\Omega,V)\simeq S_{cc}(0)\left(1-\frac{\Omega}{V}\right)
-\frac{S}{4\Omega}x_1^2x_2^2\rho\int r\Delta h\,d^3r .
\label{both}
\end{equation}

The same argument for two distant regions $\Omega$ and $\Omega'$, uncorrelated in the open system, gives them a covariance $-(\Omega\Omega'/V^2)C_V$ in the closed one. Dividing by $\Omega\Omega'\rho_i\rho_j$ and using Eq.~(\ref{kb}),
\begin{equation}
h_{ij}^{\rm closed}(r\to\text{large})\simeq-\frac1V\left(\frac{\delta_{ij}}{\rho_i}+G_{ij}\right).
\label{tail}
\end{equation}
This small constant tail matters because it is integrated over a large volume. Fixing the totals also changes the short-range structure by an amount of order $1/V$. In three dimensions, at fixed $\Omega/V$, that change is smaller than the surface term.

Equation~(\ref{both}) requires $\Omega$ to stay clear of its periodic images by more than the correlation length. It must not be used at $\Omega=V$, where the fluctuation is zero and there is no surface.

\section{The curvature of a solution model}

Take the Redlich--Kister form $G^{\rm ex}=x_1x_2[L_0+L_1(x_1-x_2)]$. The pure-component terms are linear in $x_1$ and drop out. The ideal entropy contributes $RT(1/x_1+1/x_2)=RT/(x_1x_2)$. The polynomial multiplying $L_0$ is $x_1-x_1^2$, with second derivative $-2$. The one multiplying $L_1$ is $-2x_1^3+3x_1^2-x_1$, with second derivative $6-12x_1$. Thus
\begin{equation}
g''=\frac{RT}{x_1x_2}-2L_0+L_1(6-12x_1).
\label{rk}
\end{equation}
For $L_1=0$ this gives $S_{cc}(0)=x_1x_2/(1-2L_0x_1x_2/RT)$. The ideal value returns at $L_0=0$, and $S_{cc}(0)\to x_1$ as $x_1\to0$. For $L_0>0$ and $x_1=1/2$ the expression diverges at $T=L_0/(2R)$, the spinodal of this mean-field model. Near it the correlation length grows and the finite-size expansion fails; inside it $g''<0$ and the formula describes no equilibrium state.

If the model has an internal variable $y$, such as a pair or associate fraction, then $g(x_1)=\min_y\varphi(x_1,y)$. From $\varphi_y=0$ one has $dy/dx_1=-\varphi_{xy}/\varphi_{yy}$, and hence $g''=\varphi_{xx}-\varphi_{xy}^2/\varphi_{yy}$. Freezing $y$ omits the second term.

\section{The model liquid in numbers}

The parameters are round and represent no particular material: $L_0=-40$ kJ/mol, $L_1=8$ kJ/mol, $v_1=7$ and $v_2=9$ cm$^3$/mol, $\kappa_T=10^{-11}$ Pa$^{-1}$. With $RT=14.966$ kJ/mol, Eq.~(\ref{rk}) gives
\begin{equation}
g''=\frac{14.966}{0.24}+80+8(1.2)=62.36+89.60=151.96\ \text{kJ/mol},
\end{equation}
so $S_{cc}(0)=14.966/151.96=0.0985$. The extra term in Eq.~(\ref{helm}) is 48.78 kJ/mol. Using the constant-volume curvature would give 0.0746, which is 24\% below the correct value.

With $\bar v=8.2$ cm$^3$/mol and $RT\kappa_T=0.150$ cm$^3$/mol,
\begin{equation}
G_{12}=0.150-\frac{0.09849\times63}{0.24\times8.2}=-3.00\ \text{cm}^3/\text{mol}.
\end{equation}
Likewise $G_{11}=-14.27$ and $G_{22}=-11.88$ cm$^3$/mol. Their combination is $\Delta G=-20.15$ cm$^3$/mol, or $-0.03345$ nm$^3$ per atom; its negative sign puts $S_{cc}(0)$ below the random value.

Thermodynamics fixes the integral of $\Delta h$ but not its range. To illustrate the surface term, take $\Delta h=B\exp[-(r/0.3\,\text{nm})^2]$, with $B=-0.2225$ chosen to reproduce $\Delta G$. In a real liquid $\Delta h$ vanishes at distances where the atomic cores exclude every pair, and it usually oscillates beyond them. The size of the surface shift found below, and even its sign, therefore belong to the assumed shape and are not fixed by the thermodynamics. This shape has $\ell=0.3385$ nm. For a 4 nm cube, Eq.~(\ref{ell}) gives
\begin{equation}
S_{cc}=0.0985+\frac{3(0.3385)}{2(4)}(0.2400-0.0985)=0.1165 .
\end{equation}
The full double integral over the cube gives 0.1157. The difference comes from the edges and corners, where losses through adjacent faces overlap. At 2 nm the leading formula gives 0.1344 against 0.1315, and at 8 nm 0.1075 against 0.1073.

If the correction were purely proportional to $1/L$, the combination $2S_{cc}(8\,\text{nm})-S_{cc}(4\,\text{nm})$ would recover the infinite-system value. It gives 0.0989, high by 0.4\%.

In the closed 8 nm box, $\Omega/V=1/8$ and Eq.~(\ref{both}) yields $0.11645-0.09849/8=0.1041$; starting instead from the full value 0.1157 gives 0.1034, so the last digit is beyond the accuracy of the leading formula. In that formula the surface raises the result by 0.0180 and the missing reservoir lowers it by 0.0123. The closeness to 0.0985 is thus a partial cancellation, not convergence.

\section{Independent checks}

The thermodynamic relations were tested on a one-dimensional lattice mixture of rods with $x_1=0.4$. Contact distances are 2, 3 and 4 sites for pairs 11, 12 and 22, and unlike rods in contact attract with energy $k_BT$. The Gibbs energy gives $g''=6.2078\,k_BT$ and so $S_{cc}(0)=0.161087$. Summing the pair correlations, obtained separately by adding successive neighbour distances, gives the same value to the printed eight decimals. The whole matrix (\ref{cov}) and the constant-volume relation (\ref{helm}) also passed.

For closed boxes, rods were counted exactly on rings of $M$ sites. At half the circumference, $Mh_{11}$ extrapolates to $-8.536$ sites; Eq.~(\ref{tail}) gives $-8.539$. For a window covering a third of the ring, $S_{cc}$ extrapolates to 0.10736, against $0.161087\times2/3=0.10739$. Extrapolation is needed because in one dimension the surface term and the short-range ensemble correction are both of order $1/M$.

The surface term was tested in three dimensions for $h=e^{-r^2}$. In a rectangular box the remainder falls from 0.02625 to 0.00661 when every edge is doubled, close to the factor of four expected from edges. A sphere of diameter 20 gives 5.0979 directly and 5.0971 from the leading formula.

\section{Using the result}

In a simulation, accumulate the variance of $x_2n_1-x_1n_2$ in a region, with the global $x_i$, and divide by the mean number of atoms there. For regions of one shape and different sizes in the same box, fit
\begin{equation}
S_{cc}(\Omega,V)=S_{cc}(0)\left(1-\frac{\Omega}{V}\right)+D\,\frac{S}{\Omega},
\end{equation}
with $S_{cc}(0)$ and $D$ as unknowns. Regions that are too small violate the surface expansion, and regions that nearly fill the box violate the separation from images. Cubes also have an edge contribution of order $1/L^2$, which this fit omits and which biases the fitted $S_{cc}(0)$; spheres have no edges, and their first omitted term is of order $1/L^3$ in the diameter $L$, so their bias is smaller but does not vanish for small spheres. The fitted value can then be compared with $RT/g''$.

Two classes of system need a different treatment. In a coherent crystal, a composition wave can cost elastic energy that the Gibbs energy of a stress-free homogeneous crystal omits. In a fluid of two ionic species, charge neutrality ties $N_1$ to $N_2$ in bulk, so they cannot be varied independently as the matrix $M$ assumes.

The complete numerical output follows.

\section*{Values computed for the example and the checks}
\begin{verbatim}
ROD MIXTURE (lengths in sites, energies in kT)
x1 = 0.4, volume per rod = 5.0 sites
pressure/kT = 0.36818 per site
partial volumes = 3.5220, 5.9853 sites
kT*compressibility = 1.32544 sites
g'' at constant pressure = 6.207841 kT
A'' at constant volume = 7.123487 kT
G11, G22, G12 = -3.96102, -5.89779, -1.50435 sites
Scc(0) from g'' = 0.16108661
Scc(0) from pair correlations = 0.16108661
1/A'' (wrong constraint) = 0.140381
ring tail M*h11: counted -8.5363, formula -8.5390 sites
ring tail M*h22: counted -2.4357, formula -2.4355 sites
ring tail M*h12: counted 1.5045, formula 1.5043 sites
Scc, third of ring, M=150: 0.112893
Scc, third of ring, M=300: 0.110128
extrapolated 0.107363, formula 0.107391
SURFACE TERM (h = exp(-r^2), unit range)
box residuals, size 10 and 20: 0.026253, 0.006605
sphere diameter 20: direct 5.097874, leading 5.097089
MODEL LIQUID
T = 1800 K, x1 = 0.4, RT = 14.9660 kJ/mol
L0 = -40.0 kJ/mol, L1 = 8.0 kJ/mol
v1, v2, mean = 7.0, 9.0, 8.2 cm^3/mol
compressibility = 1.0e-11 1/Pa
ideal part of g'' = 62.358 kJ/mol
excess part of g'' = 89.600 kJ/mol
g'' = 151.958 kJ/mol
ideal Scc = 0.2400
Scc(0) = 0.098488
constant-volume extra curvature = 48.780 kJ/mol
Scc from constant-volume curvature = 0.074555
RT*compressibility = 0.1497 cm^3/mol
G11 = -14.2699 cm^3/mol
G22 = -11.8822 cm^3/mol
G12 = -3.0031 cm^3/mol
G11+G22-2G12 = -20.1459 cm^3/mol = -0.033453 nm^3
number density = 73.4407 nm^-3
Gaussian range = 0.3 nm, amplitude = -0.22251
first-moment length = 0.33851 nm
open cube 2 nm: full 0.131461, leading 0.134416
open cube 4 nm: full 0.115702, leading 0.116452
open cube 8 nm: full 0.107281, leading 0.107470
extrapolated from 4 and 8 nm = 0.098860
4 nm cube in closed 8 nm box: v/V = 0.1250
Scc there, leading formula = 0.104141
\end{verbatim}
